# When the On-Axis Escape Path of the Maier-Stein Model Loses Optimality

## Problem

A particle in the plane obeys, in dimensionless variables,

$$dx=(x-x^3-\alpha xy^2)\,dt+\sqrt{\varepsilon}\,dW_1,\qquad dy=-(1+x^2)y\,dt+\sqrt{\varepsilon}\,dW_2,$$

with independent Wiener processes, $\alpha>0$ and weak noise, $\varepsilon\ll1$. Write $b=(b_x,b_y)$ for the drift. It has stable nodes at $(\pm1,0)$ and a saddle at $(0,0)$; the line $x=0$, on which $b_x=0$, separates the two basins. The escape time from the left node grows as $\exp(S_{\min}/\varepsilon)$, where $S_{\min}$ is the infimum of

$$S=\tfrac12\int|\dot z-b(z)|^2dt,\qquad z=(x,y),$$

over all paths from $(-1,0)$ to the line $x=0$ and over their durations. Up to which $\alpha$ is the path along $y=0$ optimal, and what replaces it?

## The on-axis path and its second variation

Let $f=x-x^3$. On the axis $(\dot x-f)^2=(\dot x+f)^2-4f\dot x$, so

$$S=\tfrac12\int(\dot x+f)^2dt-2\int_{-1}^{0}(x-x^3)\,dx\ \ge\ \tfrac12 .$$

The bound is reached for $\dot x=-f$, in infinite time. With $s=x^2$ this path obeys $\dot s=-2s(1-s)$, hence $s=1/(1+e^{2t})$.

Now displace the path by $(\xi,\eta)$. Since $\dot x-f=-2f$ on it, the residuals are

$$\dot x-b_x=-2f+(\dot\xi-f'\xi)-\tfrac12f''\xi^2+\alpha x\eta^2+\dots,\qquad \dot y-b_y=\dot\eta+(1+s)\eta+\dots$$

No product $\xi\eta$ appears at second order. The $\xi$ part belongs to the one-dimensional problem, whose minimum we have found, so it cannot be negative. In half the square of the first residual, the cross term $-2f\,\alpha x\eta^2=-2\alpha s(1-s)\eta^2$ survives. The transverse part is therefore

$$J=\int\left[\tfrac12\big(\dot\eta+(1+s)\eta\big)^2-2\alpha s(1-s)\eta^2\right]dt .$$

The first term is the cost of working against the transverse drift. The second is a gain: off the axis, $-\alpha xy^2$ pushes towards the saddle when $x<0$.

The cross term in the square is $(1+s)\eta\dot\eta=\frac{d}{dt}\big[\tfrac12(1+s)\eta^2\big]+s(1-s)\eta^2$, and the boundary term vanishes. With $(1+s)^2=1+3s-s(1-s)$,

$$J=\tfrac12\int(\dot\eta^2+V\eta^2)\,dt,\qquad V=1+3s+(1-4\alpha)s(1-s).$$

## A tempting solution

The term $\dot\eta^2$ is never negative, so instability seems to begin when $V$ first becomes negative somewhere. This requires

$$4\alpha-1>\min_{0<s<1}\frac{1+3s}{s(1-s)} .$$

Setting the derivative to zero gives $3s^2+2s-1=0$, so $s=1/3$, where the ratio is $2/(2/9)=9$. The path would lose optimality at $\alpha=5/2$: beyond this value one places $\eta$ where $V<0$ and lowers the action.

## The fault

The last sentence fails. To be confined to the interval where $V<0$, $\eta$ must rise and fall within it, and $\int\dot\eta^2dt$ may exceed the gain. The condition $V\ge0$ is sufficient for $J\ge0$, but not necessary. What decides is the sign of the whole quadratic form, and it changes when the second-variation equation $\ddot\eta=V\eta$ acquires a solution that vanishes at both ends and has no zero between them.

## Solving the second-variation equation

Seek $\dot\eta=g\eta$ with $g=c_0+c_1s$. Then $\ddot\eta/\eta=g^2+\dot g$, and

$$g^2+\dot g=c_0^2+(2c_0c_1+c_1^2)s-(c_1^2+2c_1)s(1-s).$$

Matching to $V$ requires $c_0^2=1$ and $2c_0c_1+c_1^2=3$. Decay at late times, $s\to0$, selects $c_0=-1$; decay at early times, $s\to1$, needs $c_0+c_1>0$, which selects $c_1=3$. The last coefficient gives $-15=1-4\alpha$, so

$$\alpha=4,\qquad g=3s-1,\qquad \eta\propto\varphi=|x|(1-x^2).$$

Indeed $\dot\varphi/\varphi=\dot s/(2s)-\dot s/(1-s)=-(1-s)+2s=g$.

For other $\alpha$, $V=g^2+\dot g+4(4-\alpha)s(1-s)$. Because $-2g\eta\dot\eta=-\frac{d}{dt}(g\eta^2)+\dot g\eta^2$,

$$J=\tfrac12\int(\dot\eta-g\eta)^2dt+2(4-\alpha)\int s(1-s)\eta^2dt .$$

For $\alpha<4$ this is positive for every $\eta\neq0$. For $\alpha>4$ take $\eta=A\varphi$. The first integral vanishes, and $dt=-ds/[2s(1-s)]$ gives

$$J=-(\alpha-4)A^2\int_0^1s(1-s)^2ds=-\frac{(\alpha-4)A^2}{12}<0 .$$

The same equation describes the quasipotential $W(z)$, the least action needed to reach $z$ from the node; around the node the probability density varies as $\exp(-W/\varepsilon)$, apart from a prefactor. Near the axis $W\simeq W_0(x)+\tfrac12w(x)y^2$. The derivative of the least action with respect to its end point is the momentum, here $\dot z-b$, so $\dot y-b_y=\partial W/\partial y=wy$ and $w=\dot\eta/\eta+1+s$ for the solution that leaves the node. At $\alpha=4$ this is $w=4x^2$: the transverse curvature tends to zero as the saddle is approached along the axis, so the Gaussian estimate of the transverse width, $\sqrt{\varepsilon/w}$, diverges and fails there. The density itself stays narrow: on $x=0$ its transverse variance is about $0.6\,\varepsilon$ for $\varepsilon=0.05$ and $0.025$. Numerical integration from the node gives $w\to2.00$ at the saddle for $\alpha=3$. For $\alpha=4.5$, $\eta$ vanishes already at $x=-0.220$, where neighbouring extremals focus on the axis and $w$ diverges.

## No distant path wins for $\alpha\le4$

A positive second variation excludes only nearby competitors. For the rest, let $H(z,p)=p\cdot b+\tfrac12|p|^2$. From $\tfrac12|\dot z-b-p|^2\ge0$,

$$\tfrac12|\dot z-b|^2\ge p\cdot\dot z-H(z,p).$$

If a continuous, piecewise smooth $\Phi$ satisfies $H(z,\nabla\Phi)\le0$, then $p=\nabla\Phi$ gives $S\ge\Phi(\text{end})-\Phi(\text{start})$. It is convenient to write $H=\tfrac12p_x(p_x+2b_x)+\tfrac12p_y(p_y+2b_y)$.

**Case $1\le\alpha\le4$.** Put $k=(\alpha+2)/3$, so $1\le k\le2$ and $\alpha-k=2(k-1)$. For $|x|\le1$ choose

$$\Phi=\tfrac12x^4-x^2+(kx^2+2-k)y^2 .$$

Then

- $p_x=-2x(1-s)+2kxy^2$ and $p_x+2b_x=-2(\alpha-k)xy^2$;
- $p_y=2(ks+2-k)y$ and $p_y+2b_y=-2(k-1)(1-s)y$.

Inserting these,

$$H=2(k-1)y^2\left[2s(1-s)-2ksy^2-(1-s)(ks+2-k)\right].$$

Since $2s-ks-2+k=-(2-k)(1-s)$,

$$H=-2(k-1)y^2\left[2kx^2y^2+(2-k)(1-x^2)^2\right]\le0 .$$

For $|x|\ge1$ continue with $\Phi=-\tfrac12+2y^2$, which agrees at $|x|=1$ and has $H=4y^2(1-x^2)\le0$. A path that spends time on the joining line has $\dot x=0$ at almost all those times, so the jump in $p_x$ does no harm.

**Case $0<\alpha\le1$.** Use $\Phi=\tfrac12x^4-x^2+(\alpha x^2+1)y^2$ everywhere. Now $p_x+2b_x=0$ and $H=2(\alpha x^2+1)(\alpha-1)x^2y^2\le0$. At $\alpha=1$ the drift is $-\tfrac12\nabla\Phi$, the gradient case, and $H=0$.

In both cases $\Phi(-1,0)=-\tfrac12$ and $\Phi(0,y)\ge0$. Every escape costs at least $\tfrac12$, so the on-axis path is globally optimal for $0<\alpha\le4$, including $\alpha=4$. It ceases to be even locally optimal immediately above 4.

## Minimising the geometric action above $\alpha=4$

For a given curve, $\tfrac12|\dot z|^2+\tfrac12|b|^2\ge|\dot z||b|$, with equality at speed $|\dot z|=|b|$. Optimising the speed thus leaves

$$S=\int\big(|b|\,|dz|-b\cdot dz\big).$$

By mirror symmetry let $x$ run from 1 to 0, and insert $y=Af$, which is the zero mode. Put $q=1+s$, $h=1-3s$ and $u=4s(1-s)$. At $\alpha=4$, $b_x=f(1-A^2u)$, $b_y=-Aqf$ and $dy/dx=Ah$, so

$$S=\int_0^1f\left\{\sqrt{[(1-A^2u)^2+A^2q^2](1+A^2h^2)}+1-A^2(u+qh)\right\}dx .$$

The radicand is $1+A^2P+A^4Q+\dots$, with $P=q^2+h^2-2u$ and $Q=u^2+h^2(q^2-2u)$. Use $f\,dx=\tfrac12(1-s)\,ds$.

- Order $A^0$: $\int2f\,dx=\tfrac12$.
- Order $A^2$: the bracket is $\tfrac12(q-h)^2-2u=16s^2-8s$, and $\tfrac12\int_0^1(1-s)(16s^2-8s)\,ds=0$, as a zero mode requires.
- Order $A^4$: the bracket is $(4Q-P^2)/8$, where $4Q-P^2=-(q^2-h^2)^2+4u(q^2-h^2)$. Since $q^2-h^2=4s(2-2s)=2u$, this equals $4u^2$. The bracket is $8s^2(1-s)^2$ and its integral is $4\int_0^1s^2(1-s)^3ds=1/15$.

For $\delta=\alpha-4>0$ the term $J$ found above is added:

$$S=\frac12-\frac{\delta A^2}{12}+\frac{A^4}{15}+\dots$$

A change of shape $\chi$ couples to $A$ only through terms of size $A^3\chi$ and $\delta A\chi$, because $\varphi$ is a zero mode at $\alpha=4$, while its own cost is of order $\chi^2$. With $A^2\sim\delta$ it alters $S$ at order $\delta^3$. Minimising over $A^2$,

$$A^2=\frac{5\delta}{8},\qquad S=\frac12-\frac{5\delta^2}{192}+O(\delta^3).$$

Two mirror-image paths, $y\simeq\pm A|x|(1-x^2)$, grow continuously out of the axis. This expansion compares paths near the axis. At $\alpha=4$ itself $H<0$ wherever $xy\ne0$, so no off-axis path ties with the axis there.

## Numbers

I minimised the geometric action numerically over $y=|x|(1-x^2)$ times a polynomial in $x^2$, starting off the axis.

At $\alpha=3$, $V(s=\tfrac13)=2-11\cdot\tfrac29=-\tfrac49$, so the tempting criterion predicts instability. The minimisation instead returns to the axis, with $|y|$ below $10^{-8}$ and $S=0.5000$.

At $\alpha=4.5$ it finds $S=0.49481$, on a path that reaches $|y|=0.192$ at $x=-0.564$. Minimising the original time integral, with $x(t)$ and $y(t)$ both free on 800 time steps, gives $0.4948$, so describing the path as a graph $y(x)$ cost nothing visible. The action is lowered by $0.00519$; the leading-order law gives $5(0.5)^2/192=0.00651$, which is 26% more than the computed lowering. At $\alpha=4.1$ the two are $2.48\times10^{-4}$ and $2.60\times10^{-4}$, a 5% difference: the law holds close to threshold.

For $\varepsilon=0.002$ and $\alpha=4.5$, the exponential part of the escape time is shorter than the on-axis estimate by the factor $\exp(0.005186/0.002)\approx13$. Prefactors are not included. A 1% change in action matters here because the exponent itself is $0.5/0.002=250$.
